# Time reversal and the scattering matrix: reciprocity and forbidden backscattering

A particle without spin moves on a line through a real potential $V(x)$ that vanishes far away on both sides but need have no left–right symmetry. In atomic units with unit mass its stationary states obey $-\tfrac12\psi''+V\psi=E\psi$. Put $k=\sqrt{2E}$, and let a wave of unit amplitude come in from the left:

$$\psi\to e^{ikx}+r\,e^{-ikx}\ \ (\text{left}),\qquad \psi\to t\,e^{ikx}\ \ (\text{right}).$$

The current $J=\mathrm{Im}(\psi^*\psi')$ does not depend on $x$, because $J'=\mathrm{Im}(\psi^*\psi'')=\mathrm{Im}[2(V-E)|\psi|^2]=0$. Its value is $k(1-|r|^2)$ on the left and $k|t|^2$ on the right, so $|r|^2+|t|^2=1$.

Since the equation is real, $\psi^*$ solves it at the same energy, and so does $\psi^*-r^*\psi$. On the left this combination is

$$e^{-ikx}+r^*e^{ikx}-r^*e^{ikx}-|r|^2e^{-ikx}=|t|^2e^{-ikx},$$

and on the right it is $t^*e^{-ikx}-r^*t\,e^{ikx}$. Nothing comes in from the left any more. The amplitude $t$ cannot be zero, since a solution that vanishes throughout the right side vanishes everywhere. Dividing by $t^*$ therefore gives the state with a unit wave coming in from the right, whose transmission and reflection amplitudes are

$$t'=\frac{|t|^2}{t^*}=t,\qquad r'=-r^*\frac{t}{t^*}.$$

The two transmission amplitudes agree in modulus and phase, however lopsided the barrier. The reflection amplitudes agree in modulus, but their phases may differ.

Complex conjugation did the work here, and it is the time reversal of a spinless particle. It turns $e^{ikx}$ into $e^{-ikx}$ and so exchanges incoming and outgoing waves. The same exchange can be made for several channels, for unequal leads and for spin, where a sign changes the outcome.

Let time reversal be an antiunitary operator $\Theta$, so that $\Theta(c\psi)=c^*\Theta\psi$ and $\langle\Theta\phi|\Theta\chi\rangle=\langle\chi|\phi\rangle$, and suppose that the Hermitian $H$ commutes with it. Then $H\psi=E\psi$ implies $H\Theta\psi=\Theta E\psi=E\,\Theta\psi$, because $E$ is real. Without spin, $\Theta=K$, complex conjugation in the position representation, and $\Theta^2=1$. For spin $\tfrac12$ the spin, being an angular momentum, must also change sign. This is achieved by

$$\Theta=i\sigma_yK,\qquad i\sigma_y=\begin{pmatrix}0&1\\-1&0\end{pmatrix}.$$

Under conjugation $\sigma_y$ changes sign while $\sigma_x$ and $\sigma_z$ do not; the matrix $\sigma_y$ then reverses $\sigma_x$ and $\sigma_z$ and leaves $\sigma_y$ alone, so all three components end up reversed. Since $i\sigma_y$ is real and its square is $-1$, $\Theta^2=-1$. Both cases are covered by $\Theta^2=\varepsilon$ with $\varepsilon=\pm1$.

For $\varepsilon=-1$ a state and its reverse are orthogonal. Setting $\chi=\Theta\phi$ in the antiunitarity relation gives $\langle\Theta\phi|\Theta^2\phi\rangle=\langle\Theta\phi|\phi\rangle$. The left side equals $-\langle\Theta\phi|\phi\rangle$, so the overlap is zero. The two states form a Kramers pair. Scattering waves are not normalizable, but the same argument applies to their spinors.

Now attach an ideal lead to each side of the scatterer. At energy $E$ let $\phi_n$ be the incoming propagating states of both leads, each normalized to carry unit current and chosen with mutually orthogonal spinors or channel vectors within a lead, so that their currents add. A plane wave with spinor $\chi$ and speed $v$ is then $\chi e^{\pm ikx}/\sqrt v$. The outgoing states are defined as the reversed incoming ones,

$$\tilde\phi_n=\Theta\phi_n .$$

They are indeed outgoing, because $\Theta$ reverses the current. For a quadratic dispersion the lead current is $\mathrm{Im}(\psi^\dagger\psi')$, and conjugation changes its sign. For the edge model used below it is $\psi^\dagger\sigma_z\psi$, which changes sign with $\sigma_z$. Channels closed at this energy decay into the leads, and $\Theta$ keeps them decaying. Far from the scatterer a bounded solution is therefore

$$\psi\to\sum_n\left(a_n\phi_n+b_n\tilde\phi_n\right),\qquad b=Sa .$$

For the last equation to define $S$, each input $a$ must determine one output $b$. For a stationary state of a local Hermitian $H$, the integral of $\psi^\dagger H\psi-(H\psi)^\dagger\psi$ over a finite stretch is zero, and it is also proportional to the difference of the currents at the two ends. The current is thus the same in both leads. Interference between an incoming and an outgoing wave adds nothing to it: either the spinors are orthogonal, or the term would oscillate as $e^{\pm2ikx}$, which a constant current excludes. Counting current to the right as positive, the left lead carries $\sum_L(|a_n|^2-|b_n|^2)$ and the right lead $\sum_R(|b_n|^2-|a_n|^2)$. Equating them gives

$$\sum_n|a_n|^2=\sum_n|b_n|^2 .$$

Hence zero input means zero output. Assume that there is no bound state at energy $E$; then zero input means $\psi=0$, and different solutions have different inputs. With $M$ wave components, a second-order equation has $2M$ independent solutions. Excluding the growing part of each closed channel costs one condition per closed channel, which leaves at least as many solutions as there are open incoming channels. Every input therefore occurs, and occurs once. For the first-order edge equation the count is the same, with the number of components equal to the number of incoming channels. So $S$ exists, and since it preserves the norm of every $a$, $S^\dagger S=1$.

Apply $\Theta$ to the scattering state. The amplitudes are conjugated, $\phi_n$ becomes $\tilde\phi_n$, and $\tilde\phi_n$ becomes $\Theta^2\phi_n=\varepsilon\phi_n$:

$$\Theta\psi\to\sum_n\left(a_n^*\tilde\phi_n+\varepsilon b_n^*\phi_n\right).$$

This is a solution for the same $H$ and $E$, with input $\varepsilon b^*$ and output $a^*$. The same $S$ must connect them:

$$a^*=\varepsilon S\,b^*=\varepsilon SS^*a^* .$$

As $a$ is arbitrary, $SS^*=\varepsilon$. Multiplying from the left by $S^{-1}=S^\dagger$ gives $S^*=\varepsilon S^\dagger$, and complex conjugation gives $S=\varepsilon S^T$, or

$$\boxed{S^T=\varepsilon S .}$$

This is reciprocity: the amplitude from $\phi_n$ to $\Theta\phi_m$ equals $\varepsilon$ times the amplitude from $\phi_m$ to $\Theta\phi_n$. The reversed process starts from the reversed final state, spin included.

The form of the result does not depend on the choice of incoming basis. If $\phi'_m=\sum_n\phi_nU_{nm}$ with $U$ unitary, then $\tilde\phi'_m=\sum_n\tilde\phi_nU^*_{nm}$. The amplitudes are related by $a=Ua'$ and $b=U^*b'$, so $S'=(U^*)^{-1}SU=U^TSU$, and this matrix has the same symmetry under transposition as $S$. If the phases of the outgoing states are instead chosen independently, the relation between amplitudes acquires those phases, while $|S_{mn}|=|S_{nm}|$ remains.

For a spinless particle with one channel on each side, order the channels as left, right:

$$S=\begin{pmatrix}r&t'\\t&r'\end{pmatrix},\qquad S^T=S\ \Rightarrow\ t=t'.$$

The potential may now tend to different constants in the two leads, with wave numbers $k_L$ and $k_R$. The normalization then matters. An incoming plane wave $e^{ik_Lx}$ is $\sqrt{k_L}\,\phi_L$; it produces the outgoing wave $\sqrt{k_L}\,t\,\tilde\phi_R=t\sqrt{k_L/k_R}\,e^{ik_Rx}$. The plain plane-wave amplitudes are therefore

$$c=t\sqrt{k_L/k_R},\qquad c'=t'\sqrt{k_R/k_L},\qquad \frac{c}{c'}=\frac{k_L}{k_R}.$$

It is the unit-current amplitudes that coincide.

As an example take, in atomic units,

$$V(x)=0.5\,e^{-(x+1)^2}+0.9\,e^{-4(x-1)^2}+0.1\,[1+\tanh(2x)],$$

a low wide hump followed by a high narrow one, with the right lead raised by 0.2 hartree. At $E=0.7$ hartree, $k_L=\sqrt{1.4}=1.1832$ and $k_R=\sqrt{1.0}=1$ per bohr. Here and below, $S$ is found by integrating the wave equation across the scatterer and matching to the leads, without imposing any symmetry on it. The result is

$$t=t'=-0.2936-0.8132i,$$
$$r=-0.4820-0.1423i,\qquad r'=-0.2799+0.4174i .$$

The transmission probability is $0.2936^2+0.8132^2=0.747$, and both reflection probabilities are $0.253$. The plane-wave amplitudes are $c=-0.3193-0.8845i$ and $c'=-0.2699-0.7476i$, whose ratio is $0.3193/0.2699=1.183=k_L/k_R$. The equality of $t$ and $t'$ was also tested at 0.4 and 1.2 hartree, where the transmission probabilities are 0.074 and 0.797.

Part of this needs no time reversal. The first column and the first row of a unitary $2\times2$ matrix both have unit norm, so $|r|^2+|t|^2=1=|r|^2+|t'|^2$ and $|t|=|t'|$. What time reversal adds is the phase. To see this, put a vector potential on the line, $H=\tfrac12(p-A)^2+V$. Conjugation sends $p$ to $-p$ but leaves $A$ alone, so $K$ no longer commutes with $H$. Define $\Lambda(x)=\int_{-\infty}^xA\,dx'$ and $\Phi=\Lambda(\infty)$. Since

$$(p-A)e^{i\Lambda}\psi_0=e^{i\Lambda}p\,\psi_0,$$

each solution is $e^{i\Lambda}$ times a solution $\psi_0$ without $A$. For incidence from the left, the transmitted wave gains $e^{i\Phi}$. For incidence from the right, it is the incoming wave that gains this factor, and restoring its unit amplitude divides the transmitted wave by it. With $t_0$ the amplitude at $A=0$,

$$t=t_0e^{i\Phi},\qquad t'=t_0e^{-i\Phi},\qquad \frac{t}{t'}=e^{2i\Phi}.$$

For $A=0.4\,e^{-x^2}$ the integral is $\Phi=0.4\sqrt\pi=0.709$. The computed amplitudes become $t=0.3066-0.8084i$ and $t'=-0.7523-0.4261i$. Their moduli are equal and their phases differ by $1.418=2\Phi$ radians. This $H$ does commute with another antiunitary operator, $e^{i\Lambda}Ke^{-i\Lambda}=e^{2i\Lambda}K$. Reciprocity holds again if that operator defines the outgoing states, which shifts the phase of the outgoing wave on the right by $2\Phi$. Equality of phases is thus a statement about a specified reversal.

For spin $\tfrac12$, $\varepsilon=-1$ and $S$ is antisymmetric. Its diagonal obeys $S_{nn}=-S_{nn}$, so

$$S_{nn}=0 .$$

A particle arriving in $\phi_n$ cannot leave in $\Theta\phi_n$, the same motion run backwards with the spin reversed. No expansion in the strength of the scatterer was made, so the zero holds for weak and strong scattering alike. One can read it as reciprocity applied to a process that is its own reverse: the amplitude must equal minus itself. Without spin the same step gives $S_{nn}=S_{nn}$ and forbids nothing.

Consider first a wire with one orbital mode and both spin states in each direction,

$$H=\tfrac12p^2+\tfrac12\{\alpha(x)\cdot\sigma,\,p\}+V(x),$$

where braces denote the anticommutator and $\alpha$ vanishes in the leads. The spin–orbit term is a product of two quantities that are odd under $\Theta$, so it is even. With $\Theta{\uparrow}=-{\downarrow}$ and $\Theta{\downarrow}={\uparrow}$, the outgoing partners in the left lead are

$$\tilde\phi_{L\uparrow}=-{\downarrow}\,\frac{e^{-ikx}}{\sqrt k},\qquad \tilde\phi_{L\downarrow}={\uparrow}\,\frac{e^{-ikx}}{\sqrt k}.$$

The left reflection block of $S$ is an antisymmetric $2\times2$ matrix and has a single free entry $\rho$:

$$S_{LL}=\begin{pmatrix}0&-\rho\\ \rho&0\end{pmatrix}.$$

An incident $\uparrow$ returns as $\rho\,\tilde\phi_{L\downarrow}$, which has spinor $\rho{\uparrow}$. An incident $\downarrow$ returns as $-\rho\,\tilde\phi_{L\uparrow}$, with spinor $\rho{\downarrow}$. By linearity every incident spinor $\chi$ returns as $\rho\chi$. The reflected spin is unchanged along any axis, although the particle has passed through a region that rotates spins. Reflection itself is allowed, since a reflected wave with unchanged spin is not the Kramers partner of the incident one. Transmission may rotate the spin.

Take the same barrier and energy, with $\alpha\cdot\sigma=0.8\,e^{-x^2}\sigma_y+0.6\,e^{-(x-1)^2}\sigma_z$, and send in spin up from the left. The probabilities are 0.235 for reflection with the same spin, zero within numerical error for reflection with the spin flipped, 0.117 for transmission with the same spin and 0.648 for transmission with the spin flipped. They add up to one. Now add the Zeeman term $0.5\,e^{-x^2}\sigma_x+0.4\,e^{-(x-1)^2}\sigma_z$, which is odd under $\Theta$. The four probabilities become 0.064, 0.181, 0.039 and 0.717. The forbidden process now has probability 0.181. Reciprocity of the probabilities fails too: the largest difference between $|S_{mn}|^2$ and $|S_{nm}|^2$ is 0.72.

A relation between two experiments survives in a field. Let $B$ stand for all the fields that $\Theta$ reverses, so that $\Theta H(B)\Theta^{-1}=H(-B)$, and let them vanish in the leads, so that $\phi_n$ and $\tilde\phi_n$ are the same for $B$ and $-B$. The reversed state then solves the problem with $-B$, and the earlier step reads $a^*=\varepsilon S(-B)S(B)^*a^*$. With unitarity this gives $S(-B)=\varepsilon S(B)^T$. At $B=0$ it is the boxed result.

The consequence is stronger when each direction of motion has one spin state, as in a model of a helical edge with lead Hamiltonian $H=\sigma_zp$. Spin up moves right and spin down moves left, both at unit speed. The only outgoing state on the incident side is then the Kramers partner of the incoming one, so

$$S=\begin{pmatrix}0&t'\\t&0\end{pmatrix},\qquad t'=-t,\qquad |t|=1 .$$

The minus sign follows from the convention $\tilde\phi_n=\Theta\phi_n$, which fixes the phases of the outgoing spinors; in itself it is not observable. The perfect transmission is.

The scatterer may be more than a scalar potential. Let $H=\tfrac12\{v(x),p\}+W(x)$ with

$$v=\sigma_z+1.2\,e^{-x^2}\sigma_x+0.8\,e^{-(x-1)^2}\sigma_y,\qquad W=0.7\,e^{-(x+1)^2}.$$

The spin axis tied to the motion now turns as the particle advances. Since $v$ and $p$ are both odd, $H$ is even under $\Theta$. At $E=0.3$ hartree the program finds $|r|^2=0$ and $|t|^2=1$ within numerical error. Adding the Zeeman term $0.5\,(e^{-x^2}\sigma_x+e^{-(x-1)^2}\sigma_z)$ gives $|r|^2=0.150$ and $|t|^2=0.850$.

With $N$ such pairs at each end, a particle can be scattered back into a pair other than its own. Let $r$ and $t$ now denote the $N\times N$ reflection and transmission blocks for incidence from the left. Antisymmetry of $S$ gives $r^T=-r$, and therefore

$$\det r=\det r^T=\det(-r)=(-1)^N\det r .$$

For odd $N$ the determinant vanishes, so there is a nonzero input $u$ with $ru=0$. Unitarity, $r^\dagger r+t^\dagger t=1$, then gives $|tu|^2=|u|^2$: this combination of channels is transmitted perfectly.

The other transmission eigenvalues, those of $t^\dagger t$ below one, come in equal pairs. Suppose $r^\dagger ru=\lambda u$ with $\lambda>0$, and define $w=(ru)^*$. Antisymmetry gives $r^\dagger=-r^*$, and hence

$$r^\dagger rw=-r^*r\,r^*u^*=-(r\,r^*r\,u)^*=(r\,r^\dagger r\,u)^*=\lambda w .$$

Moreover $w^\dagger u=(ru)^Tu=u^Tr^Tu=-u^Tru$. But $u^Tr^Tu$ is the transpose of the number $u^Tru$ and equals it, so $w^\dagger u=0$. Each $u$ thus has an orthogonal partner with the same $\lambda$, nonzero because $|w|^2=\lambda|u|^2$. The partner of $w$ is $(rw)^*=r^*ru=-\lambda u$. For two vectors $u_1,u_2$ of this eigenspace the partners obey $w_1^\dagger w_2=(ru_2)^\dagger(ru_1)=\lambda\,u_2^\dagger u_1$. Hence if $u'$ is orthogonal to $u$ and $w$, its partner is orthogonal to $w$ and to $-\lambda u$, and the eigenspace splits into such pairs. So $t^\dagger t=1-r^\dagger r$ has the eigenvalue $1-\lambda$ an even number of times.

For three pairs take $E=0.3$ hartree again, $v=\sigma_z$ and

$$W=e^{-x^2}D+\sigma_x\otimes iM(x),$$

with $D=\mathrm{diag}(0,\,0.4,\,-0.3)$ acting on the pair index and $M$ real and antisymmetric, $M_{12}=0.5\,e^{-(x+1)^2}$, $M_{13}=-0.7\,e^{-(x-1)^2}$ and $M_{23}=0.9\,e^{-x^2}$. Both $\sigma_x$ and $iM$ change sign under $\Theta$, so their product is even. The computed reflection probabilities are

$$|r_{12}|^2=0.383,\qquad |r_{13}|^2=0.091,\qquad |r_{23}|^2=0.485,$$

with equal values for the transposed entries and zeros on the diagonal. The trace of $r^\dagger r$ is the sum of all nine entries, $2(0.383+0.091+0.485)=2\lambda$, because its eigenvalues are $\lambda,\lambda,0$. With the unrounded entries $\lambda=0.960$, which leaves transmission eigenvalues of $0.040$, $0.040$ and $1$, as the program finds from the transmission block. Two of the three independent inputs are almost entirely reflected, and the third passes freely.

An even number of pairs has no such guarantee. Keeping the first two pairs of this model gives $|r_{12}|^2=0.480$ and two transmission eigenvalues of $0.520$. Self-backscattering is still absent, but every input is partly reflected. The same happens when a single helical edge is coupled to a second one: there are then two pairs at each end, and the particle can return along the other edge.

The ban on backscattering was derived for a scatterer with no internal degree of freedom of its own, and it can fail otherwise. Suppose it contains a free spin $\tfrac12$. Time reversal must then act on both spins, each contributes a factor $-1$, and $\Theta^2=+1$ for the whole system. The diagonal elements of $S$ are no longer forced to vanish, and the reverse of an incoming state now has the impurity spin reversed as well. Time reversal therefore permits the electron to return in its own Kramers partner while the impurity flips, even if no energy is exchanged. What is forbidden for a potential that is even under time reversal is not forbidden for a scatterer with a spin $\tfrac12$ of its own. For a spin 1, $\Theta^2=-1$ again: an impurity in its $m=0$ state can send the electron back only by changing its own state. The ban on return into the Kramers partner concerns one particle scattered elastically by a static scatterer; inelastic processes, such as those caused by electron–electron interaction, lie outside the derivation.

## Table of computed values

```
(a) spinless, asymmetric barrier; amplitudes are dimensionless
E = 0.4 hartree: |t|^2 = 0.074108, |t - t'| = 9.8e-14
E = 1.2 hartree: |t|^2 = 0.797295, |t - t'| = 6.0e-12
E = 0.7 hartree: |t|^2 = 0.747445, |t - t'| = 3.4e-12
lead wave numbers k_L, k_R = 1.183216, 1.000000 1/bohr
t  (from left)  = -0.293578 -0.813177i
t' (from right) = -0.293578 -0.813177i
r  (from left)  = -0.481979 -0.142306i
r' (from right) = -0.279921 +0.417372i
|r|^2, |r'|^2 = 0.252555, 0.252555
plane-wave amplitude from left  = -0.319342 -0.884539i
plane-wave amplitude from right = -0.269893 -0.747572i
k_L/k_R = 1.183216
vector potential: peak 0.4 a.u., integral 0.708982 rad
  t  = +0.306595 -0.808359i
  t' = -0.752261 -0.426085i
  phase of t/t' = 1.417963 rad
(b) spin 1/2 with spin-orbit coupling, spin up from the left
Zeeman field off:
  reflected: same spin 0.235156, flipped 0.000000
  transmitted: same spin 0.117008, flipped 0.647836
  max|S + S^T| = 4.1e-12, max||S_mn|^2-|S_nm|^2| = 6.5e-12
Zeeman field on:
  reflected: same spin 0.063525, flipped 0.181440
  transmitted: same spin 0.038502, flipped 0.716532
  max|S + S^T| = 9.0e-01, max||S_mn|^2-|S_nm|^2| = 7.2e-01
(c) helical edge, lead speed 1 a.u., E = 0.3 hartree
one pair, Zeeman 0.0 hartree: |r|^2 = 0.000000, |t|^2 = 1.000000
one pair, Zeeman 0.5 hartree: |r|^2 = 0.149985, |t|^2 = 0.850015
3 pairs: reflection probabilities, row = outgoing pair
   0.000000  0.383127  0.091438
   0.383127  0.000000  0.485313
   0.091438  0.485313  0.000000
  transmission eigenvalues: 0.040122, 0.040122, 1.000000
2 pairs: reflection probabilities, row = outgoing pair
   0.000000  0.480014
   0.480014  0.000000
  transmission eigenvalues: 0.519986, 0.519986
```
